Fluoride exchange: why silicon gives a minimum and carbon a saddle

**Question.** When fluoride attacks CH3F or SiH3F from the back, both reactions pass through a trigonal bipyramid, [F–MH3–F]⁻, with M = C or Si. Why can this structure be an intermediate for silicon when it is a transition state for carbon? Is it because the larger silicon atom relieves the crowding of its substituents, and does strain analysis show this?

**Answer.**

**What has to be explained**

An intermediate is a local minimum of the energy and a transition state is a first-order saddle. The question therefore concerns a curvature: if M is pushed a little towards one fluorine, does it return?

Let R be the M–F distance and r the M–H distance in the symmetric bipyramid. Hold the fluorines at ±R on the axis. Displace M by z along the axis and the ring of three hydrogens by s. Reflection in the ring plane reverses both displacements, so there are no linear terms:

E = E₀ + ½k_MM z² + k_MH zs + ½k_HH s².

The ring adjusts to the position of M. Setting ∂E/∂s = k_MH z + k_HH s = 0 gives s = −k_MH z/k_HH. Substitution gives

E = E₀ + ½k_MM z² − k_MH² z²/k_HH + ½k_MH² z²/k_HH = E₀ + ½k z²,

k = k_MM − k_MH²/k_HH.

For k_HH > 0, a positive k means that M is held at the centre and a negative k means that it is expelled. Fixing the fluorines loses nothing, since it only removes translation along the axis. At a stationary point the number of negative force constants does not depend on the masses, so no frequencies are needed.

**The mechanism: two bonds in one box**

A simple model shows what sets the sign. Let each M–F bond have energy v(distance), and let W(R) be the repulsion among the ligands. Ignore the motion of the ring for the moment. Then

E(R,z) = v(R−z) + v(R+z) + W(R).

Expanding both bond terms to second order, the linear parts cancel:

E(R,z) = 2v(R) + v″(R)z² + W(R), so k = 2v″(R).

Near its normal length a bond has v″ > 0. Stretched beyond its inflection it has v″ < 0: lengthening it further weakens its pull. An atom between two such overstretched bonds gains more by shortening one than it loses by lengthening the other. There is thus a critical distance R*, below which M is held and above which it is expelled.

Crowding enters through the distance at which the fluorines come to rest. Moving both outward by dR changes the energy by (2v′ + W′)dR, so the outward force on each fluorine is

f = −½∂E/∂R = P − v′(R), with P = −½W′(R).

Here P is the push of the other ligands and v′ is the pull of the bond. At rest, v′(R) = P. The pull is greatest at R*, where v″ = 0. If the push still exceeds it there, the fluorines move on outward and can come to rest only beyond R*, where M is unstable.

The ionic case makes this explicit. Take v = −q/R + A exp(−R/ρ), where q is the product of the charge magnitudes and ρ the range of the core repulsion. Then

v′ = q/R² − (A/ρ) exp(−R/ρ),
v″ = −2q/R³ + (A/ρ²) exp(−R/ρ).

At rest v′ = P, so (A/ρ) exp(−R/ρ) = q/R² − P. Inserting this in v″ gives

v″ = (q/R²)(1/ρ − 2/R) − P/ρ.

The centre is stable when

P < (q/R²)(1 − 2ρ/R).

At a given R larger than 2ρ, three things favour stability: a small push, strong attraction, and a core repulsion of short range ρ. Relief of crowding acts through the first. As a limiting case, let all charges be of unit size and let the fluorines repel only through W = 1/(2R). Then P = 1/(4R²), and the condition becomes 1/4 < 1 − 2ρ/R, or R > 8ρ/3. If instead the core repulsion is negligible at the given R, only attraction remains and k = −4q/R³: the centre is unstable.

This model shows how the sign can change but does not supply the numbers. In the real anions the bonds influence each other and the ring moves, so R* must be found from the full k. It need not coincide with the inflection of the isolated bond. For silicon the two lie close together. The C–F bond of CH3F, stretched at the Hartree–Fock level with the CH3 group frozen, still has v″ = +0.22 hartree/bohr² at the R* found below for carbon and reaches its inflection only between 3.26 and 3.50 bohr.

**The two anions**

Both were computed by restricted Hartree–Fock with density fitting, as isolated ions. The basis was 6-31+G* on F, 6-31G* on C and Si, and 6-31G on H. Correlation was examined by MP2 at the same geometries. Solvent, zero-point energy and correction for basis-set superposition are left out.

The carbon bipyramid has R = 3.50 bohr (1.85 Å), against 2.59 bohr in CH3F: a stretch of 35 %. For silicon R = 3.31 bohr (1.75 Å), against 3.04 bohr in SiH3F: a stretch of 9 %. Thus silicon has the longer normal bond but the shorter axial distance in the bipyramid.

At the Hartree–Fock level all silicon force constants are positive. Carbon has one negative force constant, along the exchange coordinate. The axial constants are

carbon: k = −0.138 hartree/bohr² (MP2: −0.119),
silicon: k = +0.267 hartree/bohr² (MP2: +0.301).

Correlation changes the values but neither sign. The force constants were computed in this basis only.

Next, R was varied at the Hartree–Fock level, with r held at its bipyramid value. This gave critical distances of

carbon: R* = 2.80 bohr (1.48 Å), so R − R* = +0.69 bohr,
silicon: R* = 3.76 bohr (1.99 Å), so R − R* = −0.45 bohr.

Carbon rests well beyond its critical distance and silicon well inside. The ring constant k_HH is positive at both bipyramids and at both critical distances (0.36 and 0.14 hartree/bohr²). Correlation moves both R* outward: at these geometries MP2 gives k = +0.11 hartree/bohr² for carbon and +0.03 for silicon. The ordering survives, since carbon's MP2 k at 3.50 bohr is negative, but everything evaluated at R* below refers to the Hartree–Fock value.

**What strain analysis says**

Strain analysis writes the energy relative to separated F⁻ and MH3F as

ΔE = ΔE_strain + ΔE_int.

The strain is the cost of deforming MH3F to the shape it has in the bipyramid. The interaction is the energy then gained with the incoming fluoride. In kcal/mol:

carbon: 48.8 − 43.2 = +5.6,
silicon: 30.4 − 81.0 = −50.6.

Silicon is favoured by 56.1 kcal/mol. Lower strain supplies 18.3 of this, about a third, and stronger interaction 37.8, about two thirds. The digits are not converged: a triple-zeta basis (def2-TZVPD on F, def2-TZVP on the other atoms) at the same geometries gives totals of +8.5 and −51.4 kcal/mol and a gap of about 60, with strain still supplying about a third. Even the strain is not a measure of crowding alone, since it includes stretching one M–F bond and flattening the MH3 group.

The interaction can be divided further. Electrostatics is taken between the frozen charge clouds of the fragments. Pauli repulsion is the cost of antisymmetrizing their joint wavefunction, and orbital relaxation is the remainder. Going from carbon to silicon, these change by

−74.2 + 66.8 − 30.4 = −37.8 kcal/mol.

Pauli repulsion between fluoride and substrate is therefore larger for silicon, not smaller. It includes repulsion from the central atom and its bonds as well as from the hydrogens, and each anion is taken at its own R. Silicon's advantage in the interaction comes from stronger electrostatic attraction and orbital relaxation, which outweigh the added repulsion.

There is also a limit of principle. An energy at one point does not determine a curvature. In MP2 with this basis the carbon bipyramid lies 1.0 kcal/mol below the reactants, yet its k is still negative. So small an energy difference depends on the basis (the triple-zeta basis gives +2.1 kcal/mol at the same geometries), but the sign of k does not follow from it either way. To explain the saddle, strain and interaction would have to be followed along the displacement and differentiated twice.

**How much is due to crowding?**

To isolate the substituents, remove M and keep the cage: two fluoride ions and three hydrogen atoms of parallel spin, all with frozen orbitals. Its Pauli repulsion serves as the measure of crowding. This is a model, because hydrogens bound to carbon or silicon are not free atoms.

With the M–F distances set to their normal values and r kept from the bipyramids, the cage repulsion is 0.305 hartree for carbon and 0.064 hartree for silicon, a ratio of 4.8. In the actual bipyramids it is 0.111 and 0.046 hartree. All four values include the repulsion among the hydrogens, which does not itself push on the fluorines. At the normal M–F distances silicon's cage is indeed much less crowded. In the actual bipyramids, where carbon's fluorines have moved out, most of the difference is repulsion among the hydrogens.

Does this crowding suffice to hold carbon's fluorines beyond R*? At R = 2.80 bohr, the outward forces on each fluorine are

net force in the anion: 0.14 hartree/bohr,
push from cage crowding: 0.14 hartree/bohr.

Such a model supports no finer comparison. Crowding is about as large as the whole net force that drives the fluorines outward at R*. Without this push they would be near balance at that distance. The comparison concerns forces alone: removing the cage repulsion would also make the ring easier to displace, and so alter k and R* itself.

A second comparison keeps carbon but gives it silicon's ring, with r raised from 2.00 to 2.82 bohr. The fluorines then move in from 3.50 to 3.26 bohr, which is the direction expected if crowding had held them out. At the Hartree–Fock level k is still negative, at −0.088 hartree/bohr², with a positive ring constant of 0.239 hartree/bohr². MP2 at the same geometry brings k almost to zero, so its sign is not settled: carbon now lies near the border of stability. The shorter axial distance alone does not account for the weaker instability: with the original ring, k is −0.143 hartree/bohr² at 3.10 bohr and −0.138 at 3.50 bohr. The change of the ring itself acts on k.

This cage is almost that of the silicon anion, which has the same r and R = 3.31 bohr. With nearly the same room for the substituents, the Hartree–Fock k is −0.088 for carbon and +0.267 for silicon. In MP2, too, carbon's value stays far below silicon's. The difference must come from the central atom and its bonds. At 3.26 bohr carbon's axial bonds are still 3.26/2.59 = 1.26 times their normal length, whereas silicon's are 1.09 times theirs. In the language of the model, silicon reaches both fluorines with bonds well short of their inflection, whereas carbon's are close to theirs.

The comparison has a weakness: widening the ring stretches the C–H bonds by 41 % and so changes carbon's electronic state as well as the available space. It also does not separate the effect of silicon's longer normal bond from that of its stronger electrostatic attraction.

**The reason, with its conditions**

For these anions, relief of crowding is a real contribution but not the whole reason. Crowding helps to push carbon's fluorines beyond the distance at which carbon can hold the centre. Widening carbon's ring weakens the instability, though not merely by bringing the fluorines closer, and it does not give carbon the firm hold on the centre that silicon has. Silicon is stable because its critical distance is larger and its fluorines rest inside it.

The criterion also suggests how silicon could lose its intermediate: through substituents bulky enough to push the axial groups beyond R*, or through axial groups bound too weakly to resist the push. R* itself changes with the substituents and the axial groups, so the value found here cannot be carried over, and each compound requires its own calculation.

"Stable" here means stable against small displacements of an isolated ion. In solution, free fluoride is small and strongly solvated, which should reduce the 50.6 kcal/mol by which the silicon anion lies below its reactants; the amount was not computed. The full values are in the numerical output.

Numbers as computed

```
C: R(M-F) 3.496 bohr = 1.850 angstrom; r(M-H) 2.004 bohr
C: normal M-F length in MH3F 2.594 bohr; axial stretch 34.8 %
C: negative force constants by block {'A1p': 0, 'A2pp': 1, 'Ep': 0, 'Epp': 0}
C: k RHF -0.1384, MP2 -0.1191 hartree/bohr^2
C: scan R 2.750 bohr, k 0.0552 hartree/bohr^2
C: scan R 3.100 bohr, k -0.1427 hartree/bohr^2
C: scan R 3.496 bohr, k -0.1384 hartree/bohr^2
C: critical R* 2.80 bohr = 1.48 angstrom; R - R* 0.69 bohr
C: bipyramid minus reactants, RHF 0.0089 hartree = 5.6 kcal/mol
C: bipyramid minus reactants, MP2 -0.0016 hartree = -1.0 kcal/mol
C: strain 0.0778 hartree = 48.8 kcal/mol
C: interaction -0.0689 hartree = -43.2 kcal/mol
C: electrostatic -0.1228 hartree = -77.0 kcal/mol
C: pauli 0.1262 hartree = 79.2 kcal/mol
C: orbital -0.0724 hartree = -45.4 kcal/mol
C: cage crowding at normal M-F length 0.3048 hartree
C: cage crowding in actual bipyramid 0.1107 hartree
Si: R(M-F) 3.306 bohr = 1.750 angstrom; r(M-H) 2.822 bohr
Si: normal M-F length in MH3F 3.035 bohr; axial stretch 8.9 %
Si: negative force constants by block {'A1p': 0, 'A2pp': 0, 'Ep': 0, 'Epp': 0}
Si: k RHF 0.2668, MP2 0.3005 hartree/bohr^2
Si: scan R 3.306 bohr, k 0.2668 hartree/bohr^2
Si: scan R 4.000 bohr, k -0.0502 hartree/bohr^2
Si: scan R 5.000 bohr, k -0.0674 hartree/bohr^2
Si: critical R* 3.76 bohr = 1.99 angstrom; R - R* -0.45 bohr
Si: bipyramid minus reactants, RHF -0.0806 hartree = -50.6 kcal/mol
Si: bipyramid minus reactants, MP2 -0.0812 hartree = -50.9 kcal/mol
Si: strain 0.0485 hartree = 30.4 kcal/mol
Si: interaction -0.1291 hartree = -81.0 kcal/mol
Si: electrostatic -0.2410 hartree = -151.2 kcal/mol
Si: pauli 0.2326 hartree = 146.0 kcal/mol
Si: orbital -0.1208 hartree = -75.8 kcal/mol
Si: cage crowding at normal M-F length 0.0635 hartree
Si: cage crowding in actual bipyramid 0.0455 hartree
Si minus C, total: -0.0895 hartree = -56.1 kcal/mol
Si minus C, strain: -0.0292 hartree = -18.3 kcal/mol
Si minus C, interaction: -0.0602 hartree = -37.8 kcal/mol
Si minus C, electrostatic: -0.1182 hartree = -74.2 kcal/mol
Si minus C, pauli: 0.1064 hartree = 66.8 kcal/mol
Si minus C, orbital: -0.0484 hartree = -30.4 kcal/mol
C at R*: net outward force per F 0.1415 hartree/bohr
C at R*: crowding push per F 0.1423 hartree/bohr
C at R*: force left without crowding -0.0008 hartree/bohr
C with ring radius of Si (2.822 bohr): R 3.26 bohr
C with ring radius of Si: k -0.0876, ring constant 0.2393 hartree/bohr^2
C with ring radius of Si: negative axial force constants 1
```
